# Why the decay of hydrogen 2p is not exactly exponential

## Definitions and conventions

Let $|i\rangle$ be a normalized initial state and $H$ the time-independent Hamiltonian. The survival amplitude and probability are

$$A(t)=\langle i|e^{-iHt}|i\rangle=\int\rho(E)\,e^{-iEt}dE,\qquad P(t)=|A(t)|^2,$$

where $\rho(E)\ge 0$ is the energy distribution of $|i\rangle$, with $\int\rho\,dE=1$. The belief to be examined is that $P(t)=e^{-\Gamma t}$ holds at all $t\ge0$.

Hartree atomic units are used, with $c=137.036$. The counter-example is hydrogen with a fixed nucleus and no spin. The initial state is the product $|i\rangle=|2p_z,\text{no photon}\rangle$, coupled by $H_{\rm int}=\mathbf A\cdot\mathbf p/c$ in Coulomb gauge to 1s plus one photon. Other atomic states, counter-rotating terms and the $\mathbf A^2$ term are left out. Energies are counted from 1s without photons, so the continuum starts at $E=0$; the transition energy is $\omega_0=3/8$.

## The counter-example: its coupling

In a box of volume $\Omega$, emission of a photon $(\mathbf k,\boldsymbol\varepsilon)$ with $\omega=ck$ has the matrix element $\sqrt{2\pi/(\Omega\omega)}\,M$, where

$$M=\langle 1s|e^{-i\mathbf k\cdot\mathbf r}\,\boldsymbol\varepsilon\cdot\mathbf p|2p_z\rangle .$$

Because $\boldsymbol\varepsilon\cdot\mathbf k=0$, the operator $\boldsymbol\varepsilon\cdot\mathbf p$ commutes with the exponential and can act on 1s instead. With $\phi_{1s}=e^{-r}/\sqrt\pi$ one has $\boldsymbol\varepsilon\cdot\mathbf p\,\phi_{1s}=i(\boldsymbol\varepsilon\cdot\mathbf r/r)\phi_{1s}$, which enters complex conjugated. With $\phi_{2p}=z\,e^{-r/2}/(4\sqrt{2\pi})$ and $a=1+\tfrac12=\tfrac32$,

$$M=-\frac{i}{4\sqrt2\,\pi}\int\frac{(\boldsymbol\varepsilon\cdot\mathbf r)\,z}{r}\,e^{-ar-i\mathbf k\cdot\mathbf r}d^3r .$$

The integral follows from $\int r^{-1}e^{-ar-i\mathbf k\cdot\mathbf r}d^3r=4\pi/(a^2+k^2)$ by two derivatives:

$$\int\frac{r_ir_j}{r}e^{-ar-i\mathbf k\cdot\mathbf r}d^3r=-\frac{\partial^2}{\partial k_i\partial k_j}\frac{4\pi}{a^2+k^2}=\frac{8\pi\delta_{ij}}{(a^2+k^2)^2}-\frac{32\pi k_ik_j}{(a^2+k^2)^3}.$$

Contraction with $\boldsymbol\varepsilon$ removes the last term, so $M=-i\sqrt2\,\varepsilon_z/(a^2+k^2)^2$.

The coupling density $J(\omega)$ is the sum of squared matrix elements per unit photon energy. The polarization sum $\sum\varepsilon_z^2=1-\cos^2\theta$ integrates over angles to $8\pi/3$, hence

$$J(\omega)=\frac{1}{(2\pi)^3}\frac{\omega^2}{c^3}\,\frac{8\pi}{3}\,\frac{2\pi}{\omega}\,\frac{2}{(a^2+k^2)^4}=\frac{C\omega}{(1+\omega^2/\Lambda^2)^4},$$

$$C=\frac{4}{3\pi c^3a^8}=6.435\times10^{-9},\qquad \Lambda=ac=205.55 .$$

The golden-rule rate is $\Gamma=2\pi J(\omega_0)=1.516\times10^{-8}$, a lifetime of $1.595$ ns.

## The start: quadratic, then too fast

The energy variance of $|i\rangle$ is $V=\langle H^2\rangle-\langle H\rangle^2$, the sum of all squared matrix elements leading out of $|i\rangle$. With $u=\omega^2/\Lambda^2$,

$$V=\int_0^\infty J\,d\omega=\frac{C\Lambda^2}{2}\int_0^\infty\frac{du}{(1+u)^4}=\frac{C\Lambda^2}{6}=\frac{2}{9\pi c\,a^6}=4.53\times10^{-5}.$$

To lowest order in the coupling, the amplitude for a photon of energy $\omega$ is $-i\sqrt J\int_0^te^{i(\omega-\omega_0)t'}dt'$. Summing its square gives the loss

$$1-P(t)\simeq\int_0^\infty J(\omega)\,\frac{\sin^2[(\omega-\omega_0)t/2]}{[(\omega-\omega_0)/2]^2}\,d\omega .$$

For $t\ll1/\Lambda$ the fraction is $t^2$ for all photons that matter, and the loss is $Vt^2$. This regime ends within a few times $1/\Lambda=4.9\times10^{-3}$, or $1.2\times10^{-19}$ s. The time $1/\sqrt V=149$ sets the curvature of $P$, not the duration of the quadratic law.

For $t\gg1/\omega_0$, while $(\Gamma t)^2$ is still far below the small constant $b$ found here, write the fraction as $2(1-\cos xt)/x^2$ with $x=\omega-\omega_0$, and separate a small window $|x|<\eta$ with $\eta t\gg1$. Inside, $J\simeq J(\omega_0)$, since the linear term cancels by symmetry. From $\int_{-\infty}^{\infty}(1-\cos xt)x^{-2}dx=\pi t$ and the removed outer part $2/\eta$, the window gives $2J(\omega_0)(\pi t-2/\eta)$. Outside, the cosine averages out. The loss is therefore $\Gamma t+b$, with

$$b=2\lim_{\eta\to0}\left[\int_{|x|>\eta}\frac{J\,d\omega}{(\omega-\omega_0)^2}-\frac{2J(\omega_0)}{\eta}\right].$$

Since $\omega_0\ll\Lambda$, split the integral at $W$ with $\omega_0\ll W\ll\Lambda$. Below $W$, $J\simeq C\omega$ and

$$\frac{\omega}{(\omega-\omega_0)^2}=\frac1{\omega-\omega_0}+\frac{\omega_0}{(\omega-\omega_0)^2}.$$

The two terms integrate to $\ln(W/\omega_0)$ and $2\omega_0/\eta-1$; the $\eta$ terms cancel. Above $W$, with $u_W=W^2/\Lambda^2$,

$$\frac12\int_{u_W}^\infty\frac{du}{u(1+u)^4}=\frac12\left[\ln\frac1{u_W}-1-\frac12-\frac13\right]=\ln\frac{\Lambda}{W}-\frac{11}{12},$$

because $\frac{1}{u(1+u)^4}=\frac1u-\sum_{n=1}^{4}\frac{1}{(1+u)^n}$. Adding the parts,

$$b\simeq2C\left[\ln\frac{\Lambda}{\omega_0}-\frac{23}{12}\right]=5.65\times10^{-8}.$$

The formula drops terms of order $\omega_0/\Lambda$ in the bracket; the pole residue found below gives $5.63\times10^{-8}$. The ratio of the loss to $\Gamma t$ shows the sequence:

| $t$ (a.u.) | loss$/(\Gamma t)$ |
|---|---|
| $10^{-4}$ | 0.299 |
| $10^{-3}$ | 2.98 |
| $10^{-2}$ | 25.6 |
| $1$ | 4.75 |
| $100$ | 1.037 |

The loss lags behind $\Gamma t$ until $Vt^2=\Gamma t$, at $t=\Gamma/V=3.3\times10^{-4}$. It then runs ahead, and the excess settles at $b$ as long as $(\Gamma t)^2\ll b$, that is, $t\ll1.6\times10^4$. Later the curvature of the exponential itself, $-(\Gamma t)^2/2$, brings the loss below $\Gamma t$ again. At $t=100$, $\Gamma t+b=1.516\times10^{-6}+0.056\times10^{-6}$, which agrees with the integrated loss $1.573\times10^{-6}$.

## The end: a pole and a cut

Let $E_b$ be the diagonal energy of $|i\rangle$ and $G(z)=\langle i|(z-H)^{-1}|i\rangle$. Call $v_\omega$ the photon components of $(z-H)^{-1}|i\rangle$. They obey $(z-\omega)v_\omega=\sqrt J\,G$ and $(z-E_b)G-\int\sqrt J\,v_\omega d\omega=1$. Eliminating $v_\omega$,

$$G(z)=\frac1{z-E_b-\Sigma(z)},\qquad \Sigma(z)=\int_0^\infty\frac{J(\omega)}{z-\omega}d\omega .$$

$E_b$ is chosen so that $E_b+\mathrm{Re}\,\Sigma(\omega_0)=\omega_0$. For $E<0$ the denominator rises with $E$, and at $E=0$ it is still negative, since $|\Sigma(0)|$ is below $10^{-6}$. There is thus no bound state, and

$$A(t)=\frac{i}{2\pi}\int_0^\infty[G(E+i0)-G(E-i0)]\,e^{-iEt}dE .$$

Just above and below the axis, $\Sigma$ has the imaginary part $\mp\pi J$. The continuation of $G(E+i0)$ into the lower half-plane, $G_{II}$, therefore contains $\Sigma_{II}=\Sigma-2\pi iJ$. Now turn the path of integration clockwise onto $E=-is$, $s>0$, where $e^{-iEt}=e^{-st}$. This crosses the pole of $G_{II}$ at $z_p\simeq\omega_0-i\Gamma/2$. Its clockwise residue, $-2\pi iZ$, times $i/2\pi$ gives $Ze^{-iz_pt}$, with $Z=1/[1-\Sigma_{II}'(z_p)]$. This is the exponential law, with a prefactor $|Z|^2\simeq1-b$ as the matching to the early loss requires. Further poles near $-i\Lambda$ die out roughly as $e^{-\Lambda t}$.

On the turned path $dE=-i\,ds$, and $G_{II}-G=(\Sigma_{II}-\Sigma)\,G\,G_{II}=-2\pi iJ\,G\,G_{II}$. The remaining term is

$$A_{\rm cut}(t)=-i\int_0^\infty e^{-st}J(-is)\,G(-is)\,G_{II}(-is)\,ds .$$

At late times only small $s$ contributes. There $J(-is)\simeq-iCs$, and both resolvents are close to $-1/\omega_0$. With $\int_0^\infty s\,e^{-st}ds=1/t^2$ and $C\simeq\Gamma/(2\pi\omega_0)$,

$$A_{\rm cut}(t)\simeq-\frac{C}{\omega_0^2t^2}\simeq-\frac{\Gamma}{2\pi\omega_0^3t^2},\qquad P(t)\to\left[\frac{\Gamma}{2\pi\omega_0^3t^2}\right]^2 .$$

## When the tail takes over

With $x=\Gamma t$, equality of the two amplitudes reads $e^{-x/2}=(\Gamma/\omega_0)^3/(2\pi x^2)$, or

$$x=2\ln\!\left[2\pi x^2(\omega_0/\Gamma)^3\right]=105.8+4\ln x ,$$

using $\Gamma/\omega_0=4.043\times10^{-8}$. The late solution is $x=125.1$: about 125 lifetimes, or 200 ns. (A second root at tiny $x$ lies outside the late-time regime.) There the square of either term is $4.5\times10^{-55}$; since the terms interfere, $P$ lies between zero and four times this value. No realistic sample has an atom left to show it. At 50 lifetimes the cut amplitude is still only $3\times10^{-16}$ of the pole amplitude. The exponential law is false as an exact statement and excellent as an approximation. The crossing time belongs to the model with the 1s channel alone. The omitted couplings of the bare state to $ns$ or $nd$ plus one photon open further thresholds, each with its own $t^{-2}$ term. Relative to the 1s term, its prefactor is the ratio of squared dipole elements: for 3d it is $2R_{3d,2p}^2/R_{1s,2p}^2\approx27$, with radial integrals $4.75$ and $1.29$. In the real atom these terms are damped by the decay of those levels. The 125 lifetimes are therefore not a prediction for the full atom.

The tail also depends on what "undecayed" means. In the dipole length form, $H_{\rm int}=\mathbf r\cdot\mathbf E$, the squared field per mode carries $\omega$ instead of $1/\omega$, and $|\langle\mathbf p\rangle|=\omega_0|\langle\mathbf r\rangle|$. Near threshold $J$ is thus multiplied by $(\omega/\omega_0)^2$. The transformation between the two forms involves $\mathbf r\cdot\mathbf A$ and so acts on photons: the product state "2p, no photon" is a different physical state in each. The $\omega^3$ growth needs a cutoff at high frequency. With the factor $(1+\omega^2/\Lambda^2)^{-4}$ kept and the resonance again placed at $\omega_0$, the denominator of $G$ at $E=0$ is $-\omega_0-[\Sigma(0)-\mathrm{Re}\,\Sigma(\omega_0)]\simeq-\omega_0-\omega_0\int J\omega^{-2}d\omega=-\omega_0(1+V/\omega_0^2)$, with $V/\omega_0^2\approx3\times10^{-4}$, so both resolvents are still close to $-1/\omega_0$. Then $J(-is)\simeq iCs^3/\omega_0^2$ and $\int_0^\infty s^3e^{-st}ds=6/t^4$ give

$$A_{\rm cut}\simeq\frac{6C}{\omega_0^4t^4}=\frac{3\Gamma}{\pi\omega_0^5t^4}.$$

Now $P\propto t^{-8}$, and the crossing moves to about 213 lifetimes.

## The correct general statement

For any normalized state and any time-independent $H$:

1. If $\int|E|\rho\,dE$ is finite, then $P'(0)=0$, so $P$ is not $e^{-\Gamma t}$ at the start.
2. If the variance $V$ is finite, then $1-P(t)=Vt^2+o(t^2)$.
3. If the spectrum has a floor $E_0$, no constants $K,\gamma>0$ exist with $P(t)\le Ke^{-\gamma t}$ for all $t\ge0$.

**Proof of 1.** Since $|e^{-iEt}-1|\le|E||t|$, the integral for $A$ may be differentiated at $t=0$, giving $A'(0)=-i\langle E\rangle$. With $A(0)=1$, $P'(0)=2\,\mathrm{Re}\,A'(0)=0$.

**Proof of 2.** Writing $P=AA^*$ as a double integral,

$$1-P(t)=\iint\rho(E)\rho(E')\,2\sin^2\frac{(E-E')t}{2}\,dE\,dE' .$$

Divided by $t^2$, the integrand is bounded by $\tfrac12(E-E')^2\rho\rho'$ and tends to it as $t\to0$. The limit is $\tfrac12\iint(E-E')^2\rho\rho'\,dE\,dE'=\langle E^2\rangle-\langle E\rangle^2=V$.

**Proof of 3.** Suppose such a bound held. Because $A(-t)=A(t)^*$, it implies $|A(t)|\le\sqrt K\,e^{-\gamma|t|/2}$ for both signs of $t$. Then

$$\rho(E)=\frac1{2\pi}\int_{-\infty}^{\infty}A(t)\,e^{iEt}dt$$

converges, and is analytic in $E$, throughout the strip $|\mathrm{Im}\,E|<\gamma/2$. But $\rho=0$ for all real $E<E_0$. An analytic function that vanishes on an interval vanishes throughout the strip, which contradicts $\int\rho\,dE=1$. $\square$

Statement 3 excludes an exponential end but does not fix what replaces it. If the floor is the only threshold and $\rho\simeq\kappa(E-E_0)^p$ just above it, with integer $p$ and a continuation that allows the turned path, the same calculation gives $P\to(\kappa\,p!)^2/t^{2p+2}$. A further channel that opens at a higher energy adds its own power-law term, which can fall more slowly and then dominate. Strongly coupled models, diagonalized numerically, gave powers $-4.01$, $-6.00$ and $-7.99$ for $p=1,2,3$. When the $p=2$ coupling was extended smoothly to negative energies, so that the lowest mode lay at $-15$, where the coupling density is below $10^{-9}$, the decay rate was the same, $0.7419$ in model units, in two successive time intervals, and at $t=130$ the amplitude had fallen below $10^{-13}$, against $5.1\times10^{-8}$ with the floor at zero.

## Where the conditions fail

A Lorentzian $\rho$ on the whole energy line gives exactly $e^{-\Gamma t}$ for $t\ge0$. It has no floor and $\int|E|\rho\,dE$ diverges, so it evades all three statements.

The finite $V$ of the example belongs to the 1s channel, where retardation suppresses photons above $\Lambda$. Summed over all atomic states, completeness removes this suppression: $\langle H_{\rm int}^2\rangle$ becomes proportional to $\langle p^2\rangle\int\omega\,d\omega$, which diverges. For the bare state in the full nonrelativistic theory, a quadratic start therefore requires an ultraviolet cutoff, and its coefficient depends on that cutoff. The numerical values are in the output below.

## Values computed for the example and the checks

```
speed of light c = 137.0360 a.u.
transition energy w0 = 0.3750 hartree
cutoff L = 3c/2 = 205.55 hartree
coupling constant C = 6.4351e-09 (dimensionless)
dipole element <1s|z|2p> = 0.74494 bohr
decay rate Gamma = 1.51621e-08 a.u.
lifetime 1/Gamma = 6.5954e+07 a.u.
lifetime 1/Gamma = 1.5953 ns
Gamma/w0 = 4.0432e-08
variance V = 4.5316e-05 hartree^2
variance from box-mode sum = 4.5235e-05 hartree^2
1/sqrt(V) = 148.55 a.u.
end of quadratic start 1/L = 4.865e-03 a.u.
end of quadratic start 1/L = 1.177e-19 s
V t^2 = Gamma t at t = 3.346e-04 a.u.
t = 1e-04 a.u.: loss 4.5316e-13, loss/(Gamma t) 0.2989
t = 1e-03 a.u.: loss 4.5237e-11, loss/(Gamma t) 2.9836
t = 1e-02 a.u.: loss 3.8870e-09, loss/(Gamma t) 25.6360
t = 1e+00 a.u.: loss 7.2042e-08, loss/(Gamma t) 4.7514
t = 1e+02 a.u.: loss 1.5726e-06, loss/(Gamma t) 1.0372
excess loss b from pole = 5.6334e-08
excess loss b from formula = 5.6498e-08
|cut/pole| amplitude at 1 lifetimes = 1.734e-23
|cut/pole| amplitude at 10 lifetimes = 1.561e-23
|cut/pole| amplitude at 50 lifetimes = 3.030e-16
|cut/pole| amplitude at 100 lifetimes = 5.454e-06
|cut/pole| amplitude at 150 lifetimes = 1.745e+05
crossing, p.A coupling = 125.14 lifetimes
crossing, p.A coupling = 199.6 ns
tail probability at crossing = 4.513e-55
crossing, length coupling = 213.23 lifetimes
model: C = 0.1, L = 3.0, E_b = 1.15 (model units)
model: width from pole = 0.5564
model: worst pole+cut relative error = 1.1e-07
model: power of P, linear threshold = -4.008
cubic model: width from pole = 0.5845
cubic model: pole share of |A(90)| = 4.2e-04
cubic model: power of P = -7.993
no floor: rate for t = 15 to 30 = 0.74186
no floor: rate for t = 30 to 45 = 0.74186
no floor: |A(130)| = 3.8e-14 (rounding level)
with floor: |A(130)| = 5.118e-08
with floor: power of P = -5.996
```
